# King-plot linearity and its breaking: two derivations and isotope patterns

## A case simple enough to see through

Suppose one transition, number 1, responds only to a nuclear-size variable $x$, so that its suitably scaled isotope shift is $n_1=F_1x$. A second transition has $n_2=K_2+F_2x$. Since $x=n_1/F_1$,

$$n_2=K_2+\frac{F_2}{F_1}n_1 .$$

All isotope pairs lie on one straight line, whatever the values of $x$. Nothing about the nuclear sizes had to be known.

Now let the second transition also feel a small effect $H_2v$, where $v$ is another number belonging to each isotope pair. Take three pairs with $x=(1,2,3)$ and draw the line through the first two points. The third point misses it by

$$H_2\left[(v_3-v_1)-\frac{3-1}{2-1}(v_2-v_1)\right].$$

For $v=(1,4,9)$ this is $H_2(8-6)=2H_2$: the line is broken. For $v=(5,7,9)$ it is $H_2(4-4)=0$: the effect is present but invisible, because $v=3+2x$ only changes the slope and intercept. A King plot therefore detects the part of an effect that is not a linear function of $x$ across the isotopes.

## Where the two factorized shifts come from

Let isotope 0 be a fixed reference and let $a$ label the others. Define

$$\mu_a=\frac1{m_a}-\frac1{m_0},\qquad \nu_{i,a}=\nu_i(a)-\nu_i(0),$$

where $m$ is the nuclear mass and $\nu_i$ the frequency of transition $i$. For heavier isotopes $\mu_a<0$. The nuclei are taken to have zero spin, so their mean charge distribution is spherical even if the intrinsic shape is deformed.

**Mass shift.** In the centre-of-mass frame the nucleus has momentum $-\mathbf P$, where $\mathbf P$ is the total electron momentum. Its kinetic energy is $\mathbf P^2/(2M)$. To first order in $1/M$, a level moves by $\langle \mathbf P^2\rangle/(2M)$. Subtracting levels and then isotopes gives $K_i\mu_a$, with $K_i=\Delta_i\langle\mathbf P^2\rangle/(2h)$ and $\Delta_i$ meaning upper minus lower level. This is the nonrelativistic operator; any further operator proportional to $1/M$ changes $K_i$ but not the factorized form.

**Field shift.** Use atomic units and write $\lambda=\langle r^2\rangle$, $\kappa=\langle r^4\rangle$ for the nuclear charge, normalized as $\int\rho_N\,d^3r=1$. Let $\delta V$ be the electron's potential energy in the extended nucleus minus that in a point nucleus. Poisson's equation gives

$$\nabla^2\delta V=4\pi Z\left[\rho_N(r)-\delta^3(\mathbf r)\right].$$

Inside the nucleus let the spherically averaged electron density be $\rho_e=a_0+a_2r^2$. Because $\nabla^2r^k=k(k+1)r^{k-2}$, the function

$$\chi=\frac{a_0r^2}{6}+\frac{a_2r^4}{20}$$

satisfies $\nabla^2\chi=\rho_e$. Integrate by parts twice. The outer surface terms vanish because $\delta V=0$ outside the nucleus, those at the origin because $\chi\sim r^2$ there, and $\chi(0)=0$ removes the delta function:

$$\delta E=\int\rho_e\,\delta V\,d^3r=4\pi Z\int\rho_N\chi\,d^3r
=\frac{2\pi Z}{3}a_0\lambda+\frac{\pi Z}{5}a_2\kappa .$$

With the density held at that of the reference atom, the difference between isotopes has the same form in $\delta\lambda_a$ and $\delta\kappa_a$. The first term gives the factorized field shift $F_i\delta\lambda_a$.

The moment series needs care. For a uniform nucleus of radius $R$, the nonrelativistic equation $\nabla^2\psi=2(V-E)\psi$, in which the energy $E$ is of order $Z^2$ and is dropped, with $V=-Z(3R^2-r^2)/(2R^3)$ has, to first order in $Z$, the interior solution

$$\psi=\psi(0)\left[1-\frac{Zr^2}{2R}+\frac{Zr^4}{20R^3}\right].$$

At $r=R$ both corrections are of order $ZR$; the second is ten times smaller numerically, not by a further power of $ZR$. In this nonrelativistic equation both corrections are small by a factor of order $ZR$ compared with the leading density, but moments beyond the fourth are not parametrically smaller than the fourth-moment term. The size $ZR$ does not carry over to medium and heavy atoms. With the Dirac equation the 1s density falls across the nucleus by roughly $(Z\alpha)^2/2$, where $\alpha$ is the fine-structure constant; for $Z=46$, $A=104$ the fall is $4.9\%$, against $0.44\%$ nonrelativistically. A cleaner definition uses a family of nuclei described by two parameters. The frequency is then a function $f_i(\lambda,\kappa)$, and

$$F_i=\frac{\partial f_i}{\partial\lambda},\qquad G^{(4)}_i=\frac{\partial f_i}{\partial\kappa}.$$

If the shape is fixed, $\kappa$ follows $\lambda$, the frequency is a function $f_i(\lambda)$, and the coefficients are $F_i=f_i'$ and $G^{(2)}_i=\tfrac12f_i''$.

## The result to be derived

Keep the two factorized shifts and one additional source:

$$\nu_{i,a}=K_i\mu_a+F_i\delta\lambda_a+H_ih_a. \tag{1}$$

Here $K_i,F_i,H_i$ belong to the electrons and $\mu_a,\delta\lambda_a,h_a$ to the nuclei. Divide by $\mu_a$ and set

$$n_{i,a}=\frac{\nu_{i,a}}{\mu_a},\quad x_a=\frac{\delta\lambda_a}{\mu_a},\quad v_a=\frac{h_a}{\mu_a},
\qquad n_{i,a}=K_i+F_ix_a+H_iv_a. \tag{2}$$

For three pairs $a,b,c$, let $\det[1,p,q]$ be the determinant with rows $(1,p_a,q_a)$, $(1,p_b,q_b)$, $(1,p_c,q_c)$. Subtracting the first row from the others gives

$$\det[1,p,q]=(p_b-p_a)(q_c-q_a)-(p_c-p_a)(q_b-q_a). \tag{3}$$

Half its absolute value is the area of the triangle formed by the points $(p,q)$, so it vanishes when they are collinear. The claim is

$$D\equiv\det[1,n_1,n_2]=(F_1H_2-F_2H_1)\det[1,x,v]. \tag{4}$$

## First derivation: eliminate the radius

Assume $F_1\neq0$ and put $f=F_2/F_1$. Equation (2) for transition 1 gives $x_a=(n_{1,a}-K_1-H_1v_a)/F_1$. Insert this into transition 2:

$$n_{2,a}=(K_2-fK_1)+f\,n_{1,a}+\eta\,v_a,\qquad \eta=H_2-fH_1. \tag{5}$$

If $H_1=H_2=0$, then $\eta=0$ and every isotope pair lies on a line of slope $F_2/F_1$ and intercept $K_2-fK_1$. This is King-plot linearity.

With a source present, assume $n_{1,a}\ne n_{1,b}$ and draw the line through points $a$ and $b$. By (5) its slope is

$$s=\frac{n_{2,b}-n_{2,a}}{n_{1,b}-n_{1,a}}=f+\eta\,\frac{v_b-v_a}{n_{1,b}-n_{1,a}} .$$

The vertical departure of point $c$ is $\Delta_c=n_{2,c}-n_{2,a}-s(n_{1,c}-n_{1,a})$. The terms in $f$ cancel:

$$\Delta_c=\eta\left[(v_c-v_a)-\frac{n_{1,c}-n_{1,a}}{n_{1,b}-n_{1,a}}(v_b-v_a)\right]. \tag{6}$$

By (3), $D=(n_{1,b}-n_{1,a})\Delta_c$. Multiplying (6) out therefore gives

$$D=\eta\det[1,n_1,v]. \tag{7}$$

Now substitute $n_{1,b}-n_{1,a}=F_1(x_b-x_a)+H_1(v_b-v_a)$, and likewise for $c$. The $H_1$ part is

$$H_1\left[(v_b-v_a)(v_c-v_a)-(v_c-v_a)(v_b-v_a)\right]=0,$$

so $\det[1,n_1,v]=F_1\det[1,x,v]$. With $F_1\eta=F_1H_2-F_2H_1$, equation (4) follows.

## Second derivation: factor the matrix

Equation (2) for both transitions is a single matrix statement. For each pair,

$$(1,\;n_{1,a},\;n_{2,a})=(1,\;x_a,\;v_a)\,C,\qquad
C=\begin{pmatrix}1&K_1&K_2\\0&F_1&F_2\\0&H_1&H_2\end{pmatrix}.$$

Stack the rows for $a,b,c$. The determinant of a product is the product of the determinants, and expansion along the first column gives $\det C=F_1H_2-F_2H_1$. This is (4).

The mass coefficients drop out because they multiply the column of ones. Setting $H_1=H_2=0$ makes the last row of $C$ zero, so $D=0$ for every triple.

This route extends at once to several sources, $n_i=K_i+F_ix+\sum_sH_{is}v_s$. The determinant is linear in each column and vanishes when two columns are equal. Products of $x$ with $v_s$ arise in two orders with opposite sign, as do products of two sources:

$$D=\sum_s(F_1H_{2s}-F_2H_{1s})\det[1,x,v_s]
+\sum_{s<t}(H_{1s}H_{2t}-H_{1t}H_{2s})\det[1,v_s,v_t]. \tag{8}$$

## What each derivation assumes

Both derivations rest on (1): each shift is an electronic number times a nuclear number. Once (1) is granted, no smallness of $H_i$ is used, and (4) is an algebraic identity. The approximation lies in (1), which keeps selected leading terms.

The first derivation also needs $F_1\neq0$ and two distinct values of $n_1$. In return it supplies measurable quantities: slope, intercept and departure. The second needs neither condition. If $F_1=0$ and $H_1=0$, for example, all points have $n_1=K_1$ and lie on a vertical line; (4) correctly gives $D=0$, although the slope $F_2/F_1$ does not exist.

The second derivation also shows that there are two separate ways to hide a source. The electronic factor vanishes if $H_i$ is proportional to $F_i$. The nuclear factor vanishes for all triples if $v$ is a linear function of $x$; when $x$ is not constant, this is the only way it can vanish for all triples. A straight King plot therefore excludes neither kind of hidden effect.

## Three sources and their patterns

**Quadratic field shift.** Here $h_a=(\delta\lambda_a)^2$ and $H_i=G^{(2)}_i$. Writing $\delta(\lambda^2)$ instead makes no difference to $\det[1,x,v]$, since

$$\delta(\lambda^2)_a=\lambda_a^2-\lambda_0^2=2\lambda_0\delta\lambda_a+(\delta\lambda_a)^2,$$

and the first term adds a multiple of column $x$.

**Fourth moment.** Here $h_a=\delta\kappa_a$ and $H_i=G^{(4)}_i$. This pattern is not automatically a new one. If all isotopes have the same shape up to scale, then $\kappa=\sigma\lambda^2$ with constant $\sigma$, and

$$\delta\kappa_a=\sigma\left[2\lambda_0\delta\lambda_a+(\delta\lambda_a)^2\right].$$

Its determinant is $\sigma$ times that of the quadratic field shift. The two sources cannot then be separated by their isotope dependence.

Their coefficients overlap as well, because the fixed-shape $G^{(2)}_i$ already contains the growth of $\kappa$ with $\lambda$. Let $\sigma=\kappa_0/\lambda_0^2$ belong to the reference shape. To first order in the departure from that shape,

$$f_i(\lambda,\kappa)\simeq f_i(\lambda,\sigma\lambda^2)+G^{(4)}_i(\kappa-\sigma\lambda^2).$$

When $G^{(4)}_i\delta\kappa_a$ is listed as a separate source, the fixed-shape coefficients $F_i$ and $G^{(2)}_i$ must therefore be replaced by $F_i-2\sigma\lambda_0G^{(4)}_i$ and $G^{(2)}_i-\sigma G^{(4)}_i$. Otherwise part of the effect is counted twice. This replacement holds $G^{(4)}_i$ at its reference value. Since $G^{(4)}_i$ itself varies with $\lambda$, a changing shape also gives a cross term proportional to $\delta\lambda_a(\kappa_a-\sigma\lambda_a^2)$, which is of the same order as $\sigma G^{(4)}_i(\delta\lambda_a)^2$ and is not kept in (1). With $G^{(4)}\propto\lambda^{-0.7}$, as for the 1s level of the one-electron model below, it is 16 to 30% of that term for the five model isotopes.

A changing shape lifts this degeneracy. Consider a uniform nucleus with surface $c(1+\beta Y_{20})$. Let $I_k$ be the average of $(1+\beta Y_{20})^k$ over directions. Since $Y_{20}$ averages to zero and $Y_{20}^2$ to $1/4\pi$,

$$I_k=1+\frac{k(k-1)}2\frac{\beta^2}{4\pi}+O(\beta^3).$$

Constant volume requires $c^3I_3=R_0^3$. Radial integration gives $\langle r^k\rangle=\frac{3}{k+3}c^kI_{k+3}/I_3$, hence

$$\lambda=\frac35R_0^2\frac{I_5}{I_3^{5/3}}\simeq\frac35R_0^2\left(1+\frac{5\beta^2}{4\pi}\right),\qquad
\kappa=\frac37R_0^4\frac{I_7}{I_3^{7/3}}\simeq\frac37R_0^4\left(1+\frac{14\beta^2}{4\pi}\right).$$

The coefficients are $10-5$ and $21-7$. Thus $\kappa/\lambda^2$ grows by the factor $1+4\beta^2/4\pi$ at this order, and $\delta\kappa$ carries information that $\delta\lambda$ does not.

**New boson.** Let a boson couple electrons to neutrons through the potential energy $gNe^{-mr}/r$, where $N$ is the neutron number, $1/m$ the range, and $g$ may have either sign. To first order, $h_a=\gamma_a=N_a-N_0$ and $H_i=gX_i$, with $X_i=\Delta_i\langle e^{-mr}/r\rangle$ in atomic units.

When the range is short on the scale over which the electron density varies,

$$\left\langle\frac{e^{-mr}}r\right\rangle\simeq\rho_e(0)\int_0^\infty4\pi r\,e^{-mr}dr=\frac{4\pi\rho_e(0)}{m^2}.$$

The leading field shift is $\frac{2\pi Z}3\rho_e(0)$ per unit $\lambda$. For a transition, $\rho_e(0)$ stands for the change of this density between the two levels. If both transitions change it appreciably, $X_i/F_i\simeq6/(Zm^2)$ for each of them and the electronic factor nearly vanishes. The value $6/(Zm^2)$ needs a density that is nearly constant over both the range and the nucleus. A relativistic density approaches this slowly: for a Dirac 1s electron at $Z=46$, $X/F$ is $0.79$ of this value at $m=3000$ and $0.93$ at $m=10^4$. The cancellation itself requires only that $X_i/F_i$ be nearly the same for the two transitions. If a transition leaves the density at the nucleus unchanged, these leading terms are zero and the ratio can be quite different. The boson also hides if $\delta\lambda_a$ is proportional to $\gamma_a$, because $v$ is then proportional to $x$.

**Why four pairs are needed.** Three pairs give one number $D$. It can reveal a break but cannot identify its source. Four pairs allow the ratio

$$S=\frac{D(1,2,4)}{D(1,2,3)}=\frac{\det[1,x,v]_{124}}{\det[1,x,v]_{123}}, \tag{9}$$

where the second equality holds for a single source with $D(1,2,3)\ne0$. The electronic factors have cancelled, and $S$ is a property of the isotopes.

## A check on calculated energies

The law was tested on a nonrelativistic one-electron model with $Z=1$ and an enlarged nucleus, $\langle r^2\rangle=0.01$ in atomic units. The transitions are ionization from 1s and 2s. Energies were obtained by diagonalization in a fixed basis of 16 Gaussian functions with very small isotope differences, so this tests the leading-order structure. Both sides of each comparison use the same basis; the last digits of the slope and intercept belong to that basis and are not converged properties of the model. The coefficients $F_i$, $G^{(2)}_i$ and $G^{(4)}_i$ are finite-difference derivatives of the same energies, while $K_i$ and $X_i$ are expectation values in the reference states. Relative errors are taken with respect to the right side of (4). The King slope from the energies and the ratio $F_2/F_1$ are both 0.125897. The intercepts are $-0.062170$ hartree from the energies and $-0.062165$ hartree from $K_2-fK_1$. In the complete-basis limit $F_2/F_1=0.125816$ and $K_2-fK_1=-0.062094$ hartree, so the finite basis shifts these numbers by $8\times10^{-5}$ and $7\times10^{-5}$. For each of the three sources, equation (4) holds on all four triples with a relative error of at most $1.4\times10^{-5}$.

The same model shows the short-range degeneracy. For $m=1$ in atomic units, $X_2/X_1$ differs from $F_2/F_1$ by $-15.6\%$; for $m=100$ the difference is $0.25\%$. This remainder comes from the enlarged nucleus rather than from the range: it levels off at $0.27\%$ for $m=1000$ and falls to $0.05\%$ at $m=100$ when $\langle r^2\rangle$ is divided by four.

## Five model isotopes

Take $A=100,102,104,106,108$, masses of $A$ u and sharp-surface radii $R_0=1.2A^{1/3}$ fm. The chosen deformations are $\beta=0.10,0.15,0.25,0.22,0.35$. Isotope 100 is the reference. The electronic coefficients are round model parameters: $K_1,K_2=-300000,-500000$ MHz u and $F_1,F_2=-1000,-500$ MHz/fm$^2$.

For $A=102$, $\mu=1/102-1/100=-1.961\times10^{-4}$ u$^{-1}$ and $\delta\lambda=0.3465$ fm$^2$, so $x=-1767$ fm$^2$ u. Then

$$n_1=-300000+1000(1767)\simeq1.467\times10^6\ \text{MHz u},$$

and similarly $n_2\simeq3.84\times10^5$ MHz u. Without an additional source, all four points lie on a line with slope $0.5$ and intercept $-500000+0.5(300000)=-350000$ MHz u.

Now add the quadratic field shift with $H_1,H_2=0.050,0.035$ MHz/fm$^4$, so $\eta=0.035-0.5(0.050)=0.010$ MHz/fm$^4$. For the first three pairs, $v=(\delta\lambda)^2/\mu$ is $-612$, $-2191$ and $-1957$ fm$^4$ u. The ratio of $n_1$ differences in (6) is

$$\frac{1559512-1467394}{2086662-1467394}=0.1488,$$

where the small change of $n_1$ by the source is neglected. The departure at $A=106$ is

$$\Delta=0.010\left[-1345-0.1488(-1578)\right]\simeq-11.1\ \text{MHz u}.$$

Multiplication by $\mu=-5.660\times10^{-4}$ u$^{-1}$ turns this into a frequency of $+6.28$ kHz.

For the boson take $gX_1,gX_2=0.020,0.025$ MHz per neutron, giving $\eta=0.015$ MHz. Here $v=\gamma/\mu$ is $-10200,-10400,-10600$ u, and

$$\Delta=0.015\left[-400-0.1488(-200)\right]\simeq-5.55\ \text{MHz u},$$

or $3.14$ kHz. The fourth moment, with $H_1,H_2=0.60,0.31$ MHz/fm$^4$, gives $5.51$ kHz.

These sizes reflect the chosen coefficients. The signatures do not: $S=2.04$ for the quadratic field shift, $3.17$ for the fourth moment and $0.90$ for the boson. Since $S$ is a ratio of modified shifts, the ratio of departures in kHz contains a further factor $\mu_{108}/\mu_{106}$. For the boson, $0.902\times(7.407/5.660)=1.18$, in agreement with $3.712/3.144$.

With all three sources present, $S=2.22$. This is not far from the quadratic value, although the other two sources contribute more than half of the departure at $A=106$. A value of $S$ near one signature is therefore not proof that one source acts alone.

**Spherical nuclei.** If all deformations are set to zero, the quadratic field shift and the fourth moment both have $S=2.98574$, as fixed shape requires. The boson's departure at $A=106$ falls from $3.14$ to $0.007$ kHz. The reason is visible in an expansion. With $t=(A-A_0)/A_0$ and $\lambda\propto A^{2/3}$,

$$x=-\lambda_0A_0(1+t)\frac{(1+t)^{2/3}-1}{t}
=-\lambda_0A_0\left[\frac23+\frac59t-\frac5{81}t^2+\dots\right]$$

in units where the nuclear mass equals $A$, while $v=\gamma/\mu=-A_0^2(1+t)$. Here $v$ is exactly linear in $t$ and $x$ is nearly so, which makes $v$ nearly a linear function of $x$. The irregular radii of the deformed set make this boson visible.

## Inferring a coupling, and when it fails

If the boson is the only additional source, (7) with $H_i=gX_i$ gives

$$g=\frac{D}{(X_2-fX_1)\det[1,n_1,\gamma/\mu]} . \tag{10}$$

No nuclear radius is needed, but $X_i$ must be calculated. The ratio $f$ can be calculated too, or taken from the same three pairs: with $v=\gamma/\mu$, equation (5) gives $f=\det[1,n_2,v]/\det[1,n_1,v]$. The formula fails if the source is something else. Applied with $f=0.5$ to data containing the quadratic field shift and no boson, it returns a false strength, in units of the boson strength assumed above, of $2.00$ from the pairs 102, 104, 106 and $4.51$ from 102, 104, 108. The disagreement between triples exposes the wrong hypothesis; a single triple would have given no warning.

Equation (1) omits further terms that can also bend the plot. Second-order recoil has $h=\mu^2$ when the electronic coefficients are defined at the reference mass, and the mass-field cross term has $h=\mu\,\delta\lambda$. Their reduced patterns are $v=\mu$ and $v=\delta\lambda$. Higher charge moments and nuclear polarization add further terms, whose patterns have to be calculated for the isotopes in question. Four pairs provide two departures from a line, so the departures alone, with slope and intercept taken from the data, can determine at most two source strengths even when the electronic factors and patterns of the sources are known. Beyond that, more isotopes, more transitions or independent calculations of the nuclear terms are required before a break can be assigned to a new boson.

The numerical output below lists the moments, modified shifts and departures.

## Values computed for the example and the checks

```
One-electron model, Z=1, atomic units, <r^2> = 0.01
King slope: energies 0.125897, F2/F1 0.125897
King intercept: energies -0.062170, K2-f*K1 -0.062165 hartree
largest relative error of determinant law: quadratic 7.2e-08, fourth moment 3.9e-07, boson 1.4e-05
(X2/X1)/(F2/F1)-1: boson mass 1: -0.1556, boson mass 100: 0.00250
Model isotopes: A, beta, <r^2> in fm^2, <r^4> in fm^4
  100  0.10  18.6904  417.270
  102  0.15  19.0369  434.757
  104  0.25  19.6083  467.605
  106  0.22  19.7429  471.791
  108  0.35  20.6095  526.589
K1, K2 = -300000, -500000 MHz u; F1, F2 = -1000, -500 MHz/fm^2
H1, H2 quadratic: 0.050, 0.035 MHz/fm^4; H2-f*H1 = 0.010
H1, H2 fourth moment: 0.600, 0.310 MHz/fm^4; H2-f*H1 = 0.010
H1, H2 boson: 0.020, 0.025 MHz per neutron; H2-f*H1 = 0.015
No extra source: A, mu in 1/u, d<r^2> in fm^2, n1, n2 in MHz u
  102  -1.960784e-04  0.3465  1467393.9  383696.9
  104  -3.846154e-04  0.9179  2086662.1  693331.1
  106  -5.660377e-04  1.0526  1559512.0  429756.0
  108  -7.407407e-04  1.9192  2290870.7  795435.4
line: slope 0.500, intercept -350000 MHz u
Departure from line through A=102,104: at 106, at 108 (kHz); S
  quadratic: 6.284, 16.750; S = 2.0370
  fourth moment: 5.508, 22.883; S = 3.1746
  boson: 3.144, 3.712; S = 0.9022
  all three: 14.971, 43.449; S = 2.2178
Spherical nuclei: S quadratic 2.98574, S fourth moment 2.98574
Boson departure at A=106: spherical 0.0073, deformed 3.1436 kHz
False boson strength from quadratic shift alone (true boson = 1):
  pairs 102,104,106: 1.9988; pairs 102,104,108: 4.5124
```
